# Equilibrium of electron-phonon collisions and detailed balance of emission and absorption

Electrons in a crystal band exchange energy with lattice vibrations by absorbing and emitting phonons. This problem asks what these collisions do to the occupations when both systems are in thermal equilibrium, and how the rates of the two processes are related.

Let $\varepsilon_k$ be the band energy at wave vector $k$, and let $\hbar\omega_q>0$ be the energy of a phonon of wave vector $q$. One phonon branch is treated; further branches add further terms of the same form. Wave vectors are understood up to a reciprocal lattice vector. In a crystal of $N_c$ cells the coupling is

$$H'=\frac{1}{\sqrt{N_c}}\sum_{k,q}g_{k,q}\,c^\dagger_{k+q}c_k\,(b_q+b^\dagger_{-q}),$$

where $c_k$ removes an electron, $b_q$ removes a phonon, and $g_{k,q}$ is an energy. The coupling conserves spin, so the spin label is suppressed. The mean occupations are $f_k$ per spin for electrons and $N_q$ for phonons. The system is homogeneous and free of applied fields, so collisions are the sole cause of change considered.

The coupling is taken to be weak enough for the golden rule: a transition from $i$ to $f$ has the rate $(2\pi/\hbar)|\langle f|H'|i\rangle|^2\delta(E_f-E_i)$, with energies counted without $H'$.

## (a) A process and its reverse

**Find the rates at which an electron goes from $k$ to $k+q$ by absorbing a phonon $q$, and returns by emitting it, for given occupation numbers.**

The two processes come from different terms of $H'$. Absorption comes from

$$g_{k,q}\,c^\dagger_{k+q}c_k\,b_q .$$

For emission the electron starts at $k+q$ and its wave vector changes by $-q$. The relevant term is therefore

$$g_{k+q,-q}\,c^\dagger_k c_{k+q}\,b^\dagger_q .$$

The two coefficients are related because $H'$ is Hermitian. Conjugating the sum gives

$$H'^\dagger=\frac{1}{\sqrt{N_c}}\sum_{k,q}g^*_{k,q}\,c^\dagger_kc_{k+q}\,(b^\dagger_q+b_{-q}).$$

The operator $c^\dagger_kc_{k+q}b^\dagger_q$ has the coefficient $g^*_{k,q}$ here and $g_{k+q,-q}$ in $H'$. Since $H'^\dagger=H'$,

$$g_{k+q,-q}=g^*_{k,q},\qquad |g_{k+q,-q}|^2=|g_{k,q}|^2 .$$

Neither inversion symmetry nor time-reversal symmetry was used.

Let $n_k$ and $n_{k+q}$, each 0 or 1, be the electron numbers, and let $m_q$ be the phonon number. The ladder operators give

$$b_q|m_q\rangle=\sqrt{m_q}\,|m_q-1\rangle,\qquad b_q^\dagger|m_q\rangle=\sqrt{m_q+1}\,|m_q+1\rangle .$$

An electron can move only from a filled state to an empty one. The rates are therefore

$$\text{absorption: }\ \frac{2\pi}{\hbar N_c}|g_{k,q}|^2\,n_k(1-n_{k+q})\,m_q\,\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega_q),$$

$$\text{emission: }\ \frac{2\pi}{\hbar N_c}|g_{k,q}|^2\,n_{k+q}(1-n_k)(m_q+1)\,\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega_q).$$

The delta function is even, so both directions carry the same one. The 1 in $m_q+1$ is spontaneous emission, which needs no phonon to be present.

## (b) The collision integral

**Average these rates and collect all processes that change $f_k$.**

Assume that the occupations of different states are uncorrelated. The average of a product is then the product of averages, for example

$$\langle n_k(1-n_{k+q})m_q\rangle=f_k(1-f_{k+q})N_q .$$

For the grand canonical thermal state of uncoupled electrons and phonons this factorization holds because the statistical weight is a product over states. At fixed electron number it holds only in the limit of a large crystal. Away from equilibrium it is an assumption of the Boltzmann equation.

Write $\varepsilon=\varepsilon_k$, $f=f_k$, $\varepsilon'=\varepsilon_{k+q}$ and $f'=f_{k+q}$. The partner state $k+q$ can lie above or below $k$.

If it lies above, the electron leaves $k$ by absorbing phonon $q$ and arrives from $k+q$ by emitting it. If it lies below, the electron leaves $k$ by emitting phonon $-q$, since the crystal must receive $-q$ when the electron gains $q$. It arrives from $k+q$ by absorbing that phonon. Counting arrivals as positive,

$$\left(\frac{df_k}{dt}\right)_{\rm coll}=\frac{2\pi}{\hbar N_c}\sum_q|g_{k,q}|^2\left\{A_q\,\delta(\varepsilon'-\varepsilon-\hbar\omega_q)+B_q\,\delta(\varepsilon'-\varepsilon+\hbar\omega_{-q})\right\},$$

$$A_q=f'(1-f)(1+N_q)-f(1-f')N_q,$$

$$B_q=f'(1-f)N_{-q}-f(1-f')(1+N_{-q}).$$

Each bracket contains one process and its reverse.

## (c) Equilibrium functions

**Insert Fermi and Bose functions at a common temperature $T$. Which terms cancel, and against which?**

With $\beta=1/k_BT$ and chemical potential $\mu$, the functions are

$$f=\frac{1}{e^{\beta(\varepsilon-\mu)}+1},\qquad N=\frac{1}{e^{\beta\hbar\omega}-1}.$$

The complements are

$$1-f=\frac{e^{\beta(\varepsilon-\mu)}}{e^{\beta(\varepsilon-\mu)}+1},\qquad 1+N=\frac{e^{\beta\hbar\omega}}{e^{\beta\hbar\omega}-1}.$$

Division removes the denominators:

$$\frac{f}{1-f}=e^{-\beta(\varepsilon-\mu)},\qquad \frac{N}{1+N}=e^{-\beta\hbar\omega}.$$

The ratio of the gain term to the loss term in $A_q$ is

$$\frac{f'(1-f)(1+N_q)}{f(1-f')N_q}=\frac{f'}{1-f'}\,\frac{1-f}{f}\,\frac{1+N_q}{N_q}
=e^{-\beta(\varepsilon'-\mu)}\,e^{\beta(\varepsilon-\mu)}\,e^{\beta\hbar\omega_q}=e^{-\beta(\varepsilon'-\varepsilon-\hbar\omega_q)} .$$

The delta function requires $\varepsilon'-\varepsilon=\hbar\omega_q$. The ratio is then 1, and $A_q=0$. For $B_q$ the phonon factor is inverted:

$$\frac{f'(1-f)N_{-q}}{f(1-f')(1+N_{-q})}=e^{-\beta(\varepsilon'-\varepsilon+\hbar\omega_{-q})} .$$

This is 1 where $\varepsilon'=\varepsilon-\hbar\omega_{-q}$, so $B_q=0$ as well.

The collision integral thus vanishes pair by pair, for every $q$, whatever the band structure and the coupling strengths within this golden-rule description. The individual gain and loss terms are positive and persist in equilibrium; it is only their difference within each pair that vanishes.

The electron chemical potential cancels because a collision conserves the number of electrons. A phonon chemical potential $\mu_{\rm ph}$ would not cancel. It would replace $\hbar\omega$ by $\hbar\omega-\mu_{\rm ph}$ in $N/(1+N)$, and the on-shell ratio in $A_q$ would become $e^{-\beta\mu_{\rm ph}}$. Balance therefore requires $\mu_{\rm ph}=0$, in keeping with collisions that create and destroy phonons.

## (d) Detailed balance of the rates

**Remove the electron occupation factors from the two opposite processes. What is the ratio of the remaining rates, and how does it secure the balance?**

Let $k'$ be the upper and $k$ the lower of two states connected by the phonon $q$. Without the factors for a filled initial and an empty final state, the rates are

$$w_{\rm abs}(k\to k')=\frac{2\pi}{\hbar N_c}|g_{k,q}|^2N_q\,\delta(\varepsilon'-\varepsilon-\hbar\omega_q),$$

$$w_{\rm em}(k'\to k)=\frac{2\pi}{\hbar N_c}|g_{k,q}|^2(1+N_q)\,\delta(\varepsilon'-\varepsilon-\hbar\omega_q).$$

The ratio is that of the factors multiplying the common delta function:

$$\boxed{\frac{w_{\rm em}(k'\to k)}{w_{\rm abs}(k\to k')}=\frac{1+N_q}{N_q}=e^{\hbar\omega_q/k_BT}}$$

For a given phonon energy, this ratio depends only on the phonon temperature. Electrons at the same temperature supply the inverse factor,

$$\frac{f'(1-f)}{f(1-f')}=e^{-\beta(\varepsilon'-\varepsilon)}=e^{-\beta\hbar\omega_q},$$

and the product of the two relations is

$$f'(1-f)\,w_{\rm em}(k'\to k)=f(1-f')\,w_{\rm abs}(k\to k').$$

Emission is the faster process per available electron, but the upper state is less often filled and the lower state less often empty.

For $k_BT\gg\hbar\omega_q$ the ratio tends to 1, because stimulated emission and absorption dominate the spontaneous part. For $k_BT\ll\hbar\omega_q$ absorption dies out as $e^{-\beta\hbar\omega_q}$, while $w_{\rm em}$ tends to its spontaneous value.

The relation compares opposite processes between the same two states. It does not compare emission and absorption out of one state, which lead to different partners. Suppose the phonon energy, the coupling and the density of final states are equal for both. The ratio of the actual rates out of the state is then

$$\frac{(1+N)(1-f_{\rm lower})}{N(1-f_{\rm upper})}=e^{\beta\hbar\omega}\,\frac{1-f_{\rm lower}}{1-f_{\rm upper}}<e^{\beta\hbar\omega},$$

since the lower partner is fuller than the upper one.

## (e) Electrons and phonons at different temperatures

**Let the electrons have a Fermi function at $T_e$, and leave $N_q$ free. Evaluate the brackets.**

Let $n_e=1/(e^{\hbar\omega/k_BT_e}-1)$ be the Bose function at the electron temperature. Take $\varepsilon'=\varepsilon+\hbar\omega$ first. From part (d), $f(1-f')=e^{\hbar\omega/k_BT_e}f'(1-f)$. The products $ff'$ cancel in the difference, so

$$f-f'=f(1-f')-f'(1-f)=f'(1-f)\left(e^{\hbar\omega/k_BT_e}-1\right).$$

It follows that

$$f'(1-f)=(f-f')\,n_e,\qquad f(1-f')=(f-f')(1+n_e),$$

where the second relation is the first plus $f-f'$. Inserting both,

$$A=(f-f')\left[n_e(1+N)-(1+n_e)N\right]=(f-f')(n_e-N).$$

For $\varepsilon'=\varepsilon-\hbar\omega$ the two states exchange roles, so that $f(1-f')=(f'-f)n_e$ and $f'(1-f)=(f'-f)(1+n_e)$. Then

$$B=(f'-f)\left[(1+n_e)N-n_e(1+N)\right]=(f'-f)(N-n_e)=(f-f')(n_e-N).$$

At finite $\omega$ the occupations $f$ and $f'$ differ. A bracket therefore vanishes if and only if $N=n_e$, which for thermal phonons means $T_{\rm ph}=T_e$.

If the phonons are colder, $n_e>N$. Then $A>0$, because $f>f'$ for a partner above, and $B<0$, because $f<f'$ for a partner below. Electrons descend on balance through every pair. A given state is fed from above and drained from below, so its total $df_k/dt$ could vanish by compensation although the pairs are out of balance.

## (f) The phonons

**Find the rate of change of $N_q$ due to the same collisions.**

Each emission adds one phonon and each absorption removes one. Summing the pairs that exchange phonon $q$ over $k$, with a factor 2 for spin, gives

$$\frac{dN_q}{dt}=\frac{4\pi}{\hbar N_c}\sum_k|g_{k,q}|^2A_q\,\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega_q).$$

At a common temperature every term is zero, so the phonon distribution is stationary too. For electrons at $T_e$, part (e) allows the factor $n_e-N_q$ to be taken outside the sum, because all terms share one $\omega_q$:

$$\frac{dN_q}{dt}=\gamma_q\,(n_e-N_q),$$

$$\gamma_q=\frac{4\pi}{\hbar N_c}\sum_k|g_{k,q}|^2(f_k-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\hbar\omega_q)\ge0 .$$

The sign of $\gamma_q$ follows from $f_k>f_{k+q}$ when $k+q$ is the upper state. If the electrons are held at $T_e$ and $\gamma_q>0$, the phonon occupation relaxes exponentially to the Bose function at that temperature, in a time $1/\gamma_q$. A mode for which no $k$ satisfies $\varepsilon_{k+q}-\varepsilon_k=\hbar\omega_q$ has $\gamma_q=0$ and is untouched by these collisions. In the chain of part (g), $\varepsilon_{k+q}-\varepsilon_k$ is at most $4J|\sin(qa/2)|$, which falls below the phonon energy for $|qa|$ smaller than about $0.045$. At this threshold the slope of $\varepsilon_{k+q}-\varepsilon_k$ with respect to $k$ vanishes at the energy-conserving point. Then $\gamma_q$ diverges as the threshold is approached from above, and the golden rule does not describe the decay of modes close to it.

## (g) A chain with numbers

**Take a one-dimensional chain with lattice constant $a$ and**

$$\varepsilon_k=-2J\cos ka,\qquad \hbar\omega_q=E_0+E_1\cos qa,$$

**with $J=500$ meV, $E_0=40$ meV, $E_1=5$ meV, constant $g=20$ meV, $\mu=0$ and $T=300$ K. Evaluate the processes for the state $ka=1.6$. Then cool the phonons to 200 K.**

These are round model parameters. With $\theta=qa$, the sum over $q$ becomes an integral, $N_c^{-1}\sum_q\to\int d\theta/2\pi$. If $F(\theta)$ is the argument of the delta function, each of its zeros contributes $1/|dF/d\theta|$. The common prefactor of a pair is thus

$$P=\frac{2\pi}{\hbar}\,g^2\,\frac{1}{2\pi\,|dF/d\theta|}=\frac{g^2}{\hbar\,|dF/d\theta|} .$$

Without electron factors, the absorption and emission rates of the pair are $W_{\rm abs}=PN$ and $W_{\rm em}=P(1+N)$. Both refer to the same sum over partners of the fixed state $k$.

The state has $\varepsilon=29.2$ meV, and $k_BT=25.85$ meV gives $f=0.2443$. A numerical root search finds four partners: two above (pairs 1 and 2) and two below (3 and 4). Pairs 1 and 3 have small $|qa|\approx0.045$; pairs 2 and 4 have $qa=3.05$ and $3.12$ and reverse the electron's motion. The phonons of pairs 1 and 3 lie just above the threshold of part (f). For them the formula for $\gamma_q$ gives $\hbar\gamma_q\approx0.13$ eV and $\approx2$ eV, more than the phonon energy and $k_BT$. These two rows therefore illustrate the algebra of the balance, but they treat as sharp two modes for which the weak-coupling assumption fails in this model. Rates are in ps$^{-1}$.

| Pair | $\hbar\omega$ (meV) | $f'$ | $W_{\rm abs}$ | $W_{\rm em}$ | loss = gain |
|---|---|---|---|---|---|
| 1 | 45.0 | 0.0537 | 0.1296 | 0.7389 | 0.0300 |
| 2 | 35.0 | 0.0770 | 0.2119 | 0.8211 | 0.0478 |
| 3 | 45.0 | 0.6482 | 0.1293 | 0.7369 | 0.0633 |
| 4 | 35.0 | 0.5559 | 0.2115 | 0.8192 | 0.0889 |

For pair 1 the detailed-balance ratio is $0.7389/0.1296=5.70$, equal to $e^{45.0/25.85}$. With the electron factors restored,

$$\text{loss}=0.2443\,(1-0.0537)\,(0.1296)=0.0300\ \text{ps}^{-1},$$

$$\text{gain}=0.0537\,(1-0.2443)\,(0.7389)=0.0300\ \text{ps}^{-1}.$$

Absorption out of the state totals $0.0300+0.0478=0.0777$ ps$^{-1}$, from unrounded terms. Emission out of it totals $0.0633+0.0889=0.1522$ ps$^{-1}$. Their ratio is 1.96, well below the Boltzmann factors of 3.87 to 5.70 for the phonons involved. Without Pauli blocking it would be

$$\frac{0.7369+0.8192}{0.1296+0.2119}=4.56 .$$

The lower partners are more than half full, and this blocking reduces the ratio.

With phonons at 200 K and electrons still at 300 K, the pairs above give a net gain of $0.0356$ ps$^{-1}$ and those below a net loss of $0.0701$ ps$^{-1}$. The sum is $df_k/dt=-0.0345$ ps$^{-1}$. The opposite signs are those derived in part (e).

The phonon mode $qa=3.0$, of energy 35.05 meV, shows the other side of the exchange. Its two energy-conserving electron transitions, found by the same root search, give $\gamma_q=0.0992$ ps$^{-1}$. At a common 300 K, emission and absorption both equal 0.0464 ps$^{-1}$. With $N=0.1506$ at 200 K and $n_e=0.3472$,

$$\frac{dN_q}{dt}=0.0992\,(0.3472-0.1506)=0.0195\ \text{ps}^{-1}.$$

The mode gains phonons from the hotter electrons, with a relaxation time $1/\gamma_q\approx10$ ps.

## (h) When the energy condition is not sharp

**Replace the delta function by a normalized Gaussian of small standard deviation $\sigma$, keeping the equilibrium functions. How large is the imbalance for the partners above?**

Let $x=\varepsilon'-\varepsilon-\hbar\omega_q$ be the energy mismatch. By part (c), gain divided by loss is $e^{-\beta x}$, which differs from 1 off the energy shell. Let $L(x)$ be the loss per unit mismatch, apart from the Gaussian weight. Near a zero, $L(x)\approx L_0+L_1x$, and $e^{-\beta x}-1\approx-\beta x+\beta^2x^2/2$. The Gaussian averages are $\langle x\rangle=0$ and $\langle x^2\rangle=\sigma^2$, so to leading order

$$\text{gain}-\text{loss}\approx\sigma^2\left(\tfrac12\beta^2L_0-\beta L_1\right).$$

If the variation of $L$ comes mainly from $1-f'$, then $L_1/L_0=\beta f'$, because $d(1-f')/d\varepsilon'=\beta f'(1-f')$. The imbalance relative to the loss is then

$$\frac{\text{gain}-\text{loss}}{\text{loss}}\approx(\beta\sigma)^2\left(\tfrac12-f'\right).$$

For $\sigma=1$ meV, $(\beta\sigma)^2=1.50\times10^{-3}$. Pairs 1 and 2 give $6.7\times10^{-4}$ and $6.3\times10^{-4}$. Direct numerical integration over $q$ gives $6.4\times10^{-4}$ for both together, and $2.6\times10^{-3}$ for $\sigma=2$ meV, four times as much.

This residue does not mean that thermal equilibrium decays. The thermal state of the full Hamiltonian $H$, including the coupling, commutes with $H$ and is stationary. The residue arises from combining occupations of sharp, uncoupled levels with a broadened energy condition. With occupations of sharp levels, the cancellation is accurate only when the width is small compared with $k_BT$. If the Fermi function is instead taken at energies $E$ and $E+\hbar\omega_q$ inside broadened electron levels, the algebra of part (c) gives a gain-to-loss ratio of 1 at every $E$, whatever the width.

Numbers in the example were calculated in double precision.
